# How electron cooling slows ambipolar diffusion in a plasma afterglow: a program that tests the result

```python
# RESULT UNDER TEST: the ambipolar diffusion coefficient
#   D_a = (mu_i D_e + mu_e D_i)/(mu_i + mu_e) ~ D_i (1 + T_e/T_i)
# falls by (1 + T_hot/T_i)/2, about 58, when electrons cool from
# T_hot = 3 eV to T_i = 0.026 eV at fixed ion diffusivity D_i.
# mu_e, mu_i: mobilities; D_e, D_i: free diffusion coefficients;
# T_e, T_i: temperatures in eV (numerically volts in D = mu T).
# Internal units are SI except temperatures; printed units are labelled.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

q, m_e, k_B, eps0 = const.e, const.m_e, const.k, const.epsilon_0
M = const.physical_constants['alpha particle mass'][0] + m_e  # He+ ion

# Inputs: rough typical values for a pulsed helium discharge
T_hot, T_i = 3.0, 0.026
pressure_torr, gap, density = 0.5, 0.04, 1e16
mu_i = 1.7            # m2/Vs
sigma = 6e-20         # m2, electron momentum-transfer cross section
N_gas = pressure_torr * const.torr / (q * T_i)
D_i = mu_i * T_i
k_slab = np.pi / gap


def mean_speed(T, mass=m_e):
    return np.sqrt(8 * q * T / (np.pi * mass))


def electron_diffusion(T):
    return mean_speed(T) / (3 * N_gas * sigma)


def ambipolar(T):
    D_e = electron_diffusion(T)
    mu_e = D_e / T
    return (mu_i * D_e + mu_e * D_i) / (mu_i + mu_e)


# --- Equal fluxes determine the field and the common flux
De, Di, me, mi, n, dn, E = sp.symbols('De Di me mi n dn E', positive=True)
flux_e = -De * dn - me * n * E
flux_i = -Di * dn + mi * n * E
field = sp.solve(sp.Eq(flux_e, flux_i), E)[0]
assert sp.simplify(field + (De - Di) / (me + mi) * dn / n) == 0
common = flux_i.subs(E, field)
assert sp.simplify(common + (mi * De + me * Di) / (mi + me) * dn) == 0

# --- Slow mode of electrons and ions coupled by Poisson's equation


def slow_mode_diffusion(T, n0):
    D_e = electron_diffusion(T)
    s_e = D_e / T * n0 * q / eps0
    s_i = mu_i * n0 * q / eps0
    A = np.array([[D_e * k_slab**2 + s_e, -s_e],
                  [-s_i, D_i * k_slab**2 + s_i]])
    return np.min(np.linalg.eigvals(A).real) / k_slab**2


debye = {T: np.sqrt(eps0 * T / (density * q)) for T in (T_hot, T_i)}
for T in (T_hot, T_i):
    error = abs(slow_mode_diffusion(T, density) / ambipolar(T) - 1)
    assert error < 2 * (k_slab * debye[T])**2 + 1e-8
# At very low density the coupling is lost and ions diffuse freely
assert abs(slow_mode_diffusion(T_hot, 1e8) / D_i - 1) < 0.02

# --- Einstein relation from velocity integrals (mass = 1)


def transport(f, nu):
    h = 1e-4
    norm = quad(lambda v: v**2 * f(v), 0, 14)[0]
    D = quad(lambda v: v**4 / (3 * nu(v)) * f(v), 0, 14)[0] / norm
    mu = quad(lambda v: -v**3 / (3 * nu(v))
              * (f(v + h) - f(v - h)) / (2 * h), 0, 14)[0] / norm
    T_mean = quad(lambda v: v**4 * f(v), 0, 14)[0] / (3 * norm)
    return D, mu, T_mean


def maxwell(v):
    return np.exp(-v**2 / 2)


D, mu, T_mean = transport(maxwell, lambda v: 0.3 + v + 0.5 * v**3)
assert abs(D / mu / T_mean - 1) < 1e-5
D, mu, T_mean = transport(maxwell, lambda v: v + 1e-12)
assert abs(D / (np.sqrt(8 / np.pi) / 3) - 1) < 1e-5
D, mu, T_mean = transport(lambda v: np.exp(-v**4), lambda v: v + 1e-12)
druyvesteyn_factor = D / mu / T_mean
assert abs(druyvesteyn_factor - 1) > 0.05

# --- Main ratio: simple law against the coupled two-fluid modes
ratio_simple = (1 + T_hot / T_i) / 2
ratio_full = ambipolar(T_hot) / ambipolar(T_i)
ratio_modes = (slow_mode_diffusion(T_hot, density)
               / slow_mode_diffusion(T_i, density))
assert abs(ratio_modes / ratio_simple - 1) < 0.02  # finite mobility ratio
assert abs(ratio_modes / ratio_full - 1) < 1e-3    # finite Debye length
assert round(ratio_simple) == 58

# --- Slab decay, with ions leaving at finite speed u at the walls


def wall_k(D_a, u):
    return brentq(lambda k: k * np.sin(k * gap / 2)
                  - u / D_a * np.cos(k * gap / 2), 1e-6, k_slab)


def grid_k(D_a, u, cells=400):
    h = gap / cells
    A = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
    edge = (u * h / D_a) / (1 + u * h / (2 * D_a))
    A[0, 0] = A[-1, -1] = 1 + edge
    return np.sqrt(np.linalg.eigvalsh(A)[0]) / h


def ion_wall_speed(T):
    return np.sqrt(q * (T + T_i) / M)


D_hot, D_cold = ambipolar(T_hot), ambipolar(T_i)
k_hot = wall_k(D_hot, ion_wall_speed(T_hot))
k_cold = wall_k(D_cold, ion_wall_speed(T_i))
assert abs(grid_k(D_hot, 1e12) / k_slab - 1) < 1e-4
assert abs(grid_k(D_hot, ion_wall_speed(T_hot)) / k_hot - 1) < 1e-4
tau_hot = 1 / (D_hot * k_slab**2)
tau_cold = 1 / (D_cold * k_slab**2)

# --- Elastic energy exchange: sampled isotropic collisions
# Units: electron mass = 1, electron temperature = 1, N sigma = 1.
rng = np.random.default_rng(7)
mass_ratio, T_gas_test, samples = M / m_e, 0.3, 1000000
v_el = rng.normal(size=(samples, 3))
v_at = rng.normal(size=(samples, 3)) * np.sqrt(T_gas_test / mass_ratio)
reduced = mass_ratio / (1 + mass_ratio)
loss = 0.0
for sign in (1, -1):  # paired atom velocities cancel the odd noise
    g = v_el - sign * v_at
    centre = (v_el + mass_ratio * sign * v_at) / (1 + mass_ratio)
    loss += 0.5 * np.mean(np.linalg.norm(g, axis=1) * reduced
                          * np.sum(centre * g, axis=1))
loss_law = 4 / mass_ratio * np.sqrt(8 / np.pi) * (1 - T_gas_test)
assert abs(loss / loss_law - 1) < 0.02  # sampling noise below 1 percent

# --- Electron cooling with simultaneous diffusion loss


def afterglow(t, y):
    T = y[0]
    cool = 8 * m_e / (3 * M) * N_gas * sigma * mean_speed(T)
    return [-cool * (T - T_i), -ambipolar(T) * k_slab**2]


def nearly_cold(t, y):
    return y[0] - 1.1 * T_i


nearly_cold.terminal = True
run = solve_ivp(afterglow, (0, 0.01), [T_hot, 0.0], events=nearly_cold,
                rtol=1e-8, atol=1e-10)
assert len(run.t_events[0]) == 1
t_cool = run.t_events[0][0]
survive = np.exp(run.y_events[0][0][1])
assert survive > 0.5 and t_cool < 0.2 * tau_cold

# --- Sizes of neglected effects
field_mid = ((electron_diffusion(T_hot) - D_i)
             / (electron_diffusion(T_hot) / T_hot + mu_i) * k_slab)
assert abs(field_mid / (T_hot * k_slab) - 1) < 0.02
drift = mu_i * field_mid
drift_heat = M * drift**2 / (3 * q)
ion_heat_factor = 1 / np.sqrt(1 + drift_heat / T_i)

T_gas_K = q * T_i / k_B
T_i_warm = T_i * (1 + 50 / T_gas_K)
ratio_warm = (np.sqrt(T_i / T_i_warm) * (T_hot + T_i_warm) / (2 * T_i))

# Energy carried out per electron, in units of T_e, beyond the mean 3/2
flux_energy = (quad(lambda v: v**5 / 2 * maxwell(v), 0, 14)[0]
               / quad(lambda v: v**3 * maxwell(v), 0, 14)[0])
assert abs(flux_energy - 2) < 1e-6
half = k_cold * gap / 2
mean_log = (quad(lambda s: np.cos(s) * np.log(np.cos(s) / np.cos(half)),
                 0, half)[0] / np.sin(half))
sheath = np.log(mean_speed(T_i) / (4 * ion_wall_speed(T_i)))
excess = flux_energy - 1.5 + mean_log + sheath


def cold_balance(T):
    gain = 4 * m_e / M * N_gas * sigma * mean_speed(T) * (T_i - T)
    return gain - ambipolar(T) * k_slab**2 * excess * T


T_final = brentq(cold_balance, 0.3 * T_i, T_i)
ratio_cooled = D_hot / ambipolar(T_final)
ion_path = 3 * D_i / mean_speed(T_i, M)

print(f"Hot electron temperature: {T_hot:.1f} eV")
print(f"Ion and gas temperature: {T_i:.3f} eV = {T_gas_K:.0f} K")
print(f"Helium pressure (rough): {pressure_torr:.1f} Torr")
print(f"Plate gap: {gap*100:.1f} cm")
print(f"Electron density: {density*1e-6:.1e} cm^-3")
print(f"Gas density: {N_gas*1e-6:.2e} cm^-3")
print(f"Ion mobility (rough): {mu_i*1e4:.2e} cm2/Vs")
print(f"Electron cross section (rough): {sigma*1e20:.1f} angstrom^2")
print(f"Ion diffusivity D_i: {D_i*1e4:.0f} cm2/s")
print(f"T_hot/T_i: {T_hot/T_i:.2f}")
print(f"1 + T_hot/T_i: {1+T_hot/T_i:.2f}")
print(f"Simple D_a, hot: {D_i*(1+T_hot/T_i)*1e4:.3e} cm2/s")
print(f"Simple D_a, cold: {2*D_i*1e4:.0f} cm2/s")
print(f"Simple drop factor: {ratio_simple:.2f}")
for name, T in (("hot", T_hot), ("cold", T_i)):
    mob = electron_diffusion(T) / T
    print(f"Electron mobility, {name}: {mob*1e4:.2e} cm2/Vs")
    print(f"mu_i/mu_e, {name}: {mu_i/mob:.5f}")
    print(f"Full D_a, {name}: {ambipolar(T)*1e4:.4g} cm2/s")
    print(f"Debye length, {name}: {debye[T]*100:.5f} cm")
print(f"Drop factor, finite mobility ratio: {ratio_full:.2f}")
print(f"Drop factor, two-fluid Poisson modes: {ratio_modes:.2f}")
print(f"Decay time at fixed T_e, hot: {tau_hot*1e6:.1f} us")
print(f"Decay time at fixed T_e, cold: {tau_cold*1e6:.0f} us")
print(f"Time to cool to 1.1 T_i: {t_cool*1e6:.0f} us")
print(f"Density fraction left at that time: {survive:.3f}")
print(f"Sampled/derived energy exchange: {loss/loss_law:.4f}")
print(f"Druyvesteyn D_e/(mu_e T_mean): {druyvesteyn_factor:.3f}")
print(f"Field halfway to wall, hot: {field_mid/100:.2f} V/cm")
print(f"Ion drift speed there: {drift*100:.2e} cm/s")
print(f"Ion drift heating there: {drift_heat:.4f} eV")
print(f"Estimated ion mobility factor there: {ion_heat_factor:.3f}")
print(f"Drop factor, gas 50 K warmer in pulse: {ratio_warm:.1f}")
print(f"Decay-rate factor, finite wall speed, hot: "
      f"{(k_hot/k_slab)**2:.3f}")
print(f"Decay-rate factor, finite wall speed, cold: "
      f"{(k_cold/k_slab)**2:.3f}")
print(f"Excess energy per lost cold electron: {excess:.2f} T_e")
print(f"T_e with diffusion cooling: {T_final:.4f} eV")
print(f"Drop factor with diffusion cooling: {ratio_cooled:.1f}")
print(f"Ion mean free path (estimate): {ion_path*100:.4f} cm")
print("all assertions hold")
```

Printed output:

```
Hot electron temperature: 3.0 eV
Ion and gas temperature: 0.026 eV = 302 K
Helium pressure (rough): 0.5 Torr
Plate gap: 4.0 cm
Electron density: 1.0e+10 cm^-3
Gas density: 1.60e+16 cm^-3
Ion mobility (rough): 1.70e+04 cm2/Vs
Electron cross section (rough): 6.0 angstrom^2
Ion diffusivity D_i: 442 cm2/s
T_hot/T_i: 115.38
1 + T_hot/T_i: 116.38
Simple D_a, hot: 5.144e+04 cm2/s
Simple D_a, cold: 884 cm2/s
Simple drop factor: 58.19
Electron mobility, hot: 1.34e+06 cm2/Vs
mu_i/mu_e, hot: 0.01267
Full D_a, hot: 5.08e+04 cm2/s
Debye length, hot: 0.01288 cm
Electron mobility, cold: 1.44e+07 cm2/Vs
mu_i/mu_e, cold: 0.00118
Full D_a, cold: 883 cm2/s
Debye length, cold: 0.00120 cm
Drop factor, finite mobility ratio: 57.53
Drop factor, two-fluid Poisson modes: 57.53
Decay time at fixed T_e, hot: 31.9 us
Decay time at fixed T_e, cold: 1836 us
Time to cool to 1.1 T_i: 94 us
Density fraction left at that time: 0.827
Sampled/derived energy exchange: 0.9996
Druyvesteyn D_e/(mu_e T_mean): 1.144
Field halfway to wall, hot: 2.33 V/cm
Ion drift speed there: 3.95e+04 cm/s
Ion drift heating there: 0.0022 eV
Estimated ion mobility factor there: 0.961
Drop factor, gas 50 K warmer in pulse: 54.0
Decay-rate factor, finite wall speed, hot: 0.943
Decay-rate factor, finite wall speed, cold: 0.992
Excess energy per lost cold electron: 8.46 T_e
T_e with diffusion cooling: 0.0240 eV
Drop factor with diffusion cooling: 59.8
Ion mean free path (estimate): 0.0105 cm
all assertions hold
```
